# The sharp hydrogenic energy bound and the loss from Hardy's inequality: verification in Python

```python
# Hartree atomic units. psi in H^1(R^3), ||psi|| = 1, g = ||grad psi||,
# m1 = <1/r>, m2 = <1/r^2>, E = g^2/2 - Z m1, F = <1/(8 r^2) - Z/r>.
# Under test: m1 <= g (equality for exp(-a r)), so inf E = -Z^2/2;
# Hardy m2 <= 4 g^2 (4 sharp), which gives only inf F = -2 Z^2;
# ||grad psi + (a + b/r) rhat psi||^2 = g^2 - 2a(1-b) m1 - b(1-b) m2 + a^2;
# inf <mu T + (1-mu)/(8 r^2) - Z/r> = -2 Z^2/(1+sqrt(mu))^2.
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.special import gamma
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants

EV = physical_constants['Hartree energy in eV'][0]
Z = 2.0
print(f"Z = {Z:.0f} (He+, fixed nucleus); 1 Eh = {EV:.6f} eV")

# symbolic derivatives in Cartesian coordinates, compared at generic points
x, y, z = sp.symbols('x y z', real=True)
e, q = sp.symbols('e q', positive=True)
X = (x, y, z)
r2 = x**2 + y**2 + z**2
div = lambda w: sum(sp.diff(wi, xi) for wi, xi in zip(w, X))
w_c = [xi/sp.sqrt(r2 + e**2) for xi in X]
w_h = [xi/(r2 + e**2) for xi in X]
gs = sp.exp(-q*sp.sqrt(r2))
residuals = [
    div(w_c) - (2*r2 + 3*e**2)/(r2 + e**2)**sp.Rational(3, 2),
    div(w_h) - (r2 + 3*e**2)/(r2 + e**2)**2,
    div(w_h)/2 - sum(wi**2 for wi in w_h)/4 - (r2/4 + 3*e**2/2)/(r2 + e**2)**2,
    -sum(sp.diff(gs, xi, 2) for xi in X)/2 - q*gs/sp.sqrt(r2) + q**2*gs/2]
R = sp.Rational
for pt in [(R(1, 3), R(-2, 7), R(5, 4), R(1, 5), R(3, 2)),
           (R(-1, 50), R(1, 9), R(2, 31), R(2, 3), R(7, 3))]:
    for res in residuals:
        assert abs(res.subs(dict(zip((x, y, z, e, q), pt))).evalf(40)) < 1e-25

# 3D quadrature on a complex, off-centre, non-spherical function
trial = (1 + 0.4*x + 0.3*sp.I*y*z)*sp.exp(
    -0.7*((x - 0.6)**2 + (y + 0.3)**2 + (z - 0.8)**2)
    + sp.I*(0.5*x + 0.2*y - 0.4*z))
fun = sp.lambdify(X, [trial] + [sp.diff(trial, xi) for xi in X], 'numpy')
tr, wr = np.polynomial.legendre.leggauss(160)
ct, wt = np.polynomial.legendre.leggauss(48)
ph = 2*np.pi*np.arange(64)/64
r, c, p = np.meshgrid(4.5*(tr + 1), ct, ph, indexing='ij')
W = (4.5*wr)[:, None, None]*wt[None, :, None]*(2*np.pi/64)*r**2
sn = np.sqrt(1 - c**2)
rhat = np.array([sn*np.cos(p), sn*np.sin(p), c])
vals = fun(*(r*rhat))
nrm = np.sqrt(np.sum(W*abs(vals[0])**2))
psi = vals[0]/nrm
grad = np.array(vals[1:])/nrm
dens = W*abs(psi)**2
m1, m2 = np.sum(dens/r), np.sum(dens/r**2)
g2 = np.sum(W*np.sum(abs(grad)**2, axis=0))
g = np.sqrt(g2)
square = lambda a, b: np.sum(W*np.sum(abs(grad + (a + b/r)*rhat*psi)**2, axis=0))
for a, b in [(m1, 0), (Z, 0), (0, 0.5), (1.3, -0.7), (0.4, 0.2)]:
    assert abs(square(a, b) - (g2 - 2*a*(1-b)*m1 - b*(1-b)*m2 + a*a)) < 1e-8
assert m1 < g and m2 < 4*g2
print("off-centre state (1+0.4x+0.3iyz) exp(-0.7|x-d|^2+ik.x),")
print("  d = (0.6,-0.3,0.8) bohr, k = (0.5,0.2,-0.4) 1/bohr")
print(f"  m1 = {m1:.6f} 1/bohr, g = {g:.6f} 1/bohr, m2 = {m2:.6f} 1/bohr^2")
print(f"  g^2-m1^2 = {g2-m1**2:.6f}, square(a=m1) = {square(m1,0):.6f} 1/bohr^2")
print(f"  g^2-m2/4 = {g2-m2/4:.6f}, square(b=1/2) = {square(0,.5):.6f} 1/bohr^2")
print(f"  E = {g2/2-Z*m1:.6f} Eh, square(a=Z)/2 = {square(Z,0)/2:.6f} Eh")
cross = -2*W*np.real(np.conj(psi)*np.sum(rhat*grad, axis=0))
for eps in (0.3, 0.1, 0.03):
    s2 = r**2 + eps**2
    dc = np.sum(dens*(2*r**2 + 3*eps**2)/s2**1.5)
    dh = np.sum(dens*(r**2 + 3*eps**2)/s2**2)
    assert abs(dc - np.sum(cross*r/np.sqrt(s2))) < 1e-7
    assert abs(dh - np.sum(cross*r/s2)) < 1e-7
    print(f"  eps = {eps} bohr: <div w>/(2 m1) = {dc/(2*m1):.6f},"
          f" Hardy <div w>/m2 = {dh/m2:.6f}")
assert abs(dc/(2*m1) - 1) < 1e-2 and abs(dh/m2 - 1) < 1e-2  # errors are O(eps^2)

# family r^s exp(-a r): trapezoid rule in t = ln r
t = np.arange(-2500, 6, 0.02)
rr = np.exp(t)
def moments(s, a):
    ex = (2*s + 1)*t - 2*a*rr
    w = np.exp(ex - ex.max())
    n = np.sum(w*rr**2)
    return np.sum(w*rr)/n, np.sum(w)/n, np.sum(w*(s - a*rr)**2)/n

print("family r^s exp(-a r), scale-free ratios:")
for s in (-0.49, -0.25, 0.0, 1.0, 10.0, 50.0):
    u1, u2, k2 = moments(s, 1.0)
    assert np.allclose([u1, u2, k2],
                       [1/(s+1), 2/((s+1)*(2*s+1)), 1/(2*s+1)], rtol=1e-9, atol=0)
    assert u1 <= np.sqrt(k2)*(1 + 1e-10) and u2 < 4*k2
    print(f"  s = {s:5.2f}: m1/g = {u1/np.sqrt(k2):.5f}, m2/g^2 = {u2/k2:.5f},"
          f" m1/sqrt(m2) = {u1/np.sqrt(u2):.5f}")

u1, u2, k2 = moments(0.0, Z)
E0 = k2/2 - Z*u1
assert abs(E0 + Z**2/2) < 1e-9 and abs(u1**2 - k2) < 1e-9
assert abs(np.sqrt(u2)/u1 - np.sqrt(2)) < 1e-9
assert abs(2*np.sqrt(k2/u2) - np.sqrt(2)) < 1e-9
print(f"ground state: m1 = {u1:.6f}, sqrt(m2) = {np.sqrt(u2):.6f},"
      f" g = {np.sqrt(k2):.6f}, 2g = {2*np.sqrt(k2):.6f} 1/bohr")
print(f"  loss factors {np.sqrt(u2)/u1:.6f} and {2*np.sqrt(k2/u2):.6f}")
print(f"sharp bound, E of exp(-Zr) = {E0:.6f} Eh = {E0*EV:.4f} eV")

opt = minimize_scalar(lambda v: 1/(8*v*v) - Z/v, bounds=(0.01, 2),
                      method='bounded', options={'xatol': 1e-11})
opt2 = minimize_scalar(lambda v: v*v/2 - 2*Z*v)
assert abs(opt.fun + 2*Z**2) < 1e-9 and abs(opt.x - 1/(4*Z)) < 1e-6
assert abs(opt2.fun - opt.fun) < 1e-9
print(f"Hardy bound = {opt.fun:.6f} Eh = {opt.fun*EV:.4f} eV")
print(f"  at r = {opt.x:.6f} bohr, or g = {opt2.x:.6f} 1/bohr;"
      f" ratio to sharp = {opt.fun/E0:.6f}")

print("states minimising F within the family:")
for s in (0.0, 1.0, 10.0, 50.0):
    u1, u2, k2 = moments(s, 1.0)
    a = minimize_scalar(lambda v: v*v*u2/8 - Z*v*u1).x
    v1, v2, kk = moments(s, a)
    F = v2/8 - Z*v1
    assert abs(a/(2*Z*(2*s+1)) - 1) < 1e-6
    assert abs(F + Z**2*(2*s+1)/(s+1)) < 1e-8 and F > -2*Z**2
    assert abs(kk/2/(2*Z**2*(2*s+1)) - 1) < 1e-5
    print(f"  s = {s:4.0f}: a = {a:.3f} 1/bohr, F = {F:.5f}, T = {kk/2:.3f},"
          f" E = {kk/2-Z*v1:.3f} Eh")
assert F < -1.98*Z**2

# single Gaussian exp(-alpha r^2), quadrature and numerical minimisation
def gauss(al):
    I = lambda n: quad(lambda v: v**n*np.exp(-2*al*v*v), 0, np.inf,
                       epsabs=1e-13, epsrel=1e-12)[0]
    return I(1)/I(2), 4*al*al*I(4)/I(2)
og = minimize_scalar(lambda al: gauss(al)[1]/2 - Z*gauss(al)[0], bounds=(0.2, 5),
                     method='bounded', options={'xatol': 1e-9})
u1, k2 = gauss(og.x)
rho = u1/np.sqrt(k2)
assert abs(rho - np.sqrt(8/(3*np.pi))) < 1e-9
assert abs(og.fun + Z**2*rho**2/2) < 1e-8
assert abs(og.fun + 4*Z**2/(3*np.pi)) < 1e-8
print(f"best Gaussian: alpha = {og.x:.5f} 1/bohr^2, m1/g = {rho:.6f},"
      f" E = {og.fun:.6f} Eh")

# bases r^l exp(-alpha r^2) Y_lm: overlap, 1/r, 1/r^2 and gradient matrices
def matrices(al, l):
    A, B = np.meshgrid(al, al, indexing='ij')
    M = lambda n: gamma((n + 1)/2)/(2*(A + B)**((n + 1)/2))
    G = (2*l*l + l)*M(2*l) - 2*l*(A + B)*M(2*l + 2) + 4*A*B*M(2*l + 4)
    return M(2*l + 2), M(2*l + 1), M(2*l), G
def top(N, D):  # largest eigenvalue of N v = lam D v, D scaled to unit diagonal
    d = 1/np.sqrt(np.diag(D))
    sc = np.outer(d, d)
    return eigh(N*sc, D*sc, eigvals_only=True)[-1]
def lowest(l, mu):  # shifted inverse problem, insensitive to tight exponents
    S, V1, V2, G = matrices(Z**2*1e-3*2.0**np.arange(40), l)
    H = mu*G/2 + (1 - mu)*V2/8 - Z*V1
    return 1/top(S, H + 3*Z**2*S) - 3*Z**2

print("40 even-tempered Gaussians, alpha = 0.001 Z^2 2^k:")
for l in (0, 1, 2):
    El = lowest(l, 1.0)
    exact = -Z**2/(2*(l + 1)**2)
    assert exact - 1e-6 < El < exact + 4e-5  # roundoff below, basis error above
    print(f"  lowest level l = {l}: {El:.5f} Eh")
print(f"  implied sup m1/g = {np.sqrt(-2*lowest(0, 1.0))/Z:.5f}")
for mu in (0.64, 0.25):
    Em, form = lowest(0, mu), -2*Z**2/(1 + np.sqrt(mu))**2
    lam = (1/np.sqrt(mu) - 1)/2
    a = Z/(mu*(1 + lam))
    v1, v2, kk = moments(lam, a)
    assert form - 1e-6 < Em < form + 4e-4
    assert abs(mu*kk/2 + (1 - mu)*v2/8 - Z*v1 - form) < 1e-8
    print(f"  mu = {mu}: lambda = {lam:.4f}, a = {a:.4f} 1/bohr,"
          f" basis {Em:.4f}, formula {form:.4f} Eh")

prev = 0.0
for n in (10, 40, 160):
    S, V1, V2, G = matrices(2.0**(np.arange(n) - n/2), 0)
    h = top(V2, G)
    assert prev < h < 4
    prev = h
    print(f"max m2/g^2 in {n} Gaussians (ratio 2) = {h:.4f}")
assert prev > 3.9
print("checks complete")
```

It prints:

```
Z = 2 (He+, fixed nucleus); 1 Eh = 27.211386 eV
off-centre state (1+0.4x+0.3iyz) exp(-0.7|x-d|^2+ik.x),
  d = (0.6,-0.3,0.8) bohr, k = (0.5,0.2,-0.4) 1/bohr
  m1 = 0.798327 1/bohr, g = 1.668450 1/bohr, m2 = 0.892896 1/bohr^2
  g^2-m1^2 = 2.146400, square(a=m1) = 2.146400 1/bohr^2
  g^2-m2/4 = 2.560503, square(b=1/2) = 2.560503 1/bohr^2
  E = -0.204792 Eh, square(a=Z)/2 = 1.795208 Eh
  eps = 0.3 bohr: <div w>/(2 m1) = 0.985800, Hardy <div w>/m2 = 0.973959
  eps = 0.1 bohr: <div w>/(2 m1) = 0.998430, Hardy <div w>/m2 = 0.997823
  eps = 0.03 bohr: <div w>/(2 m1) = 0.999860, Hardy <div w>/m2 = 0.999848
family r^s exp(-a r), scale-free ratios:
  s = -0.49: m1/g = 0.27730, m2/g^2 = 3.92157, m1/sqrt(m2) = 0.14003
  s = -0.25: m1/g = 0.94281, m2/g^2 = 2.66667, m1/sqrt(m2) = 0.57735
  s =  0.00: m1/g = 1.00000, m2/g^2 = 2.00000, m1/sqrt(m2) = 0.70711
  s =  1.00: m1/g = 0.86603, m2/g^2 = 1.00000, m1/sqrt(m2) = 0.86603
  s = 10.00: m1/g = 0.41660, m2/g^2 = 0.18182, m1/sqrt(m2) = 0.97701
  s = 50.00: m1/g = 0.19706, m2/g^2 = 0.03922, m1/sqrt(m2) = 0.99509
ground state: m1 = 2.000000, sqrt(m2) = 2.828427, g = 2.000000, 2g = 4.000000 1/bohr
  loss factors 1.414214 and 1.414214
sharp bound, E of exp(-Zr) = -2.000000 Eh = -54.4228 eV
Hardy bound = -8.000000 Eh = -217.6911 eV
  at r = 0.125000 bohr, or g = 4.000000 1/bohr; ratio to sharp = 4.000000
states minimising F within the family:
  s =    0: a = 4.000 1/bohr, F = -4.00000, T = 8.000, E = -0.000 Eh
  s =    1: a = 12.000 1/bohr, F = -6.00000, T = 24.000, E = 12.000 Eh
  s =   10: a = 84.000 1/bohr, F = -7.63636, T = 168.000, E = 152.727 Eh
  s =   50: a = 404.000 1/bohr, F = -7.92157, T = 808.000, E = 792.157 Eh
best Gaussian: alpha = 1.13177 1/bohr^2, m1/g = 0.921318, E = -1.697653 Eh
40 even-tempered Gaussians, alpha = 0.001 Z^2 2^k:
  lowest level l = 0: -2.00000 Eh
  lowest level l = 1: -0.50000 Eh
  lowest level l = 2: -0.22222 Eh
  implied sup m1/g = 1.00000
  mu = 0.64: lambda = 0.1250, a = 2.7778 1/bohr, basis -2.4691, formula -2.4691 Eh
  mu = 0.25: lambda = 0.5000, a = 5.3333 1/bohr, basis -3.5556, formula -3.5556 Eh
max m2/g^2 in 10 Gaussians (ratio 2) = 2.5564
max m2/g^2 in 40 Gaussians (ratio 2) = 3.6133
max m2/g^2 in 160 Gaussians (ratio 2) = 3.9579
checks complete
```
